\section*{Half-Value Surface Heating at the Straight Edge of a Laser-Lit Half-Plane, part 2}

A laser lights the half \(x>0\) of the flat surface \(z=0\) of a solid filling \(z>0\), and leaves \(x<0\) dark. We compare the temperature rise at the edge \(x=0\) with that in the deep interior, meaning far from the edge inside the lit region.

The rise above the uniform initial temperature is \(u\). It is \(u_R(x,z,t)\) for this half-lit surface and \(U(z,t)\) under uniform light. The conductivity is \(k\), the heat capacity per volume \(C\), and \(D=k/C\le D_{\max}\). The pattern \(a(x)\) is one in full light and zero in the dark, \(I\) is the flux absorbed at the surface in full light, and \(hu\) is the surface loss. Boltzmann's constant is \(k_B\). Lengths are in cm or \(\mu\)m, and temperatures in K.

For linear conduction in a laterally uniform solid, at fixed depth and time,
\begin{equation}
u_R(x)+u_R(-x)=U,\qquad u_R(0)=\tfrac12U,\qquad
\lim_{x\to\infty}u_R(x)=U. \label{eq:recall}
\end{equation}
The proof adds the right-lit and left-lit solutions (superposition), which are mirror images (reflection). The half-value also holds for a smooth edge with \(a(x)+a(-x)=1\). At distance \(X\) into the dark side, with \(M\) the largest \(U\) at any depth up to time \(t\),
\begin{equation}
0\le u_R(-X,z,t)\le
\frac M2\exp\!\left(-\frac{X^2}{4D_{\max}t}\right). \label{eq:bound}
\end{equation}

For a homogeneous solid with constant \(I\) absorbed at the surface and \(h=0\), put \(\ell=\sqrt{4Dt}\) and \(s=x/\ell\). Then
\begin{equation}
U(0,t)=\int_0^t\frac{I\,d\tau}{C\sqrt{\pi D\tau}}
=\frac{2I}{k}\sqrt{\frac{Dt}{\pi}}
=\frac{I\ell}{k\sqrt\pi}, \label{eq:U}
\end{equation}
and the surface profile \(f(s)\equiv u_R(x,0,t)/U(0,t)\) is
\begin{equation}
f(s)=\frac12\left[1+\operatorname{erf}s+
\frac{s}{\sqrt\pi}E_1(s^2)\right], \label{eq:f}
\end{equation}
where \(E_1(w)=\int_w^\infty e^{-r}dr/r\). Direct quadrature over point sources agreed with this profile to \(1.7\times10^{-13}\) of the interior rise.

\subsection{Near the edge and far from it}

Differentiate \eqref{eq:f}, using \(dE_1(s^2)/ds=-2e^{-s^2}/s\). The two exponential terms cancel:
\begin{equation}
f'(s)=\frac{e^{-s^2}}{\sqrt\pi}+\frac{E_1(s^2)}{2\sqrt\pi}
-\frac{e^{-s^2}}{\sqrt\pi}
=\frac{E_1(s^2)}{2\sqrt\pi}. \label{eq:slope}
\end{equation}
For small \(s\), \(E_1(s^2)\simeq-\gamma-2\ln|s|\), where \(\gamma\) is Euler's constant, and \(\operatorname{erf}s\simeq2s/\sqrt\pi\). To leading order,
\begin{equation}
f(s)\simeq\frac12+\frac{s}{2\sqrt\pi}
\left(2-\gamma-2\ln|s|\right). \label{eq:near}
\end{equation}
The temperature is continuous, but its slope is logarithmically infinite at an ideally sharp edge. A measured half-value is therefore sensitive to the position of the probe.

For large \(s\), integrate the slope from \(s\) to infinity. Since \(E_1(r^2)<e^{-r^2}/r^2\),
\begin{equation}
1-f(s)<\frac1{2\sqrt\pi}\int_s^\infty\frac{e^{-r^2}}{r^2}dr
<\frac{e^{-s^2}}{4\sqrt\pi\,s^3}.
\end{equation}
The last step writes \(r^{-2}=r\,r^{-3}\), replaces \(r^{-3}\) by its largest value \(s^{-3}\), and integrates \(re^{-r^2}\). The edge influence thus falls rapidly beyond about one \(\ell\): by \eqref{eq:f}, the missing fraction \(1-f\) is 1.7\% at \(s=1\) and 0.02\% at \(s=2\).

The order of limits matters. At fixed time, \(x\to\infty\) gives \(f\to1\). At fixed \(x\), \(t\to\infty\) gives \(s\to0\) and \(f\to1/2\) on both sides of the edge. No steady surface temperature is reached in this lossless half-space, because \(U\) grows as \(\sqrt t\).

\subsection{A niobium surface below melting}

Take a niobium surface at 300 K that absorbs 3.0 MW/cm\(^2\) for 100 ns. Rough typical material values are \(k=0.55\) W/(cm K) and \(C=2.3\) J/(cm\(^3\) K). Then
\begin{align}
D&=\frac{0.55}{2.3}=0.239\ \text{cm}^2/\text{s},\\
\ell&=\sqrt{4(0.2391)(100\times10^{-9})}\ \text{cm}
=3.09\ \mu\text{m},\\
U&=\frac{(3.0\times10^6)(3.093\times10^{-4})}
{0.55\sqrt\pi}\ \text{K}=952\ \text{K}.
\end{align}
The edge rise is 476 K. The final surface temperatures are 1252 K in the deep interior and 776 K at the edge, so the ratio of absolute temperatures is 0.620. The extra digits display the factor of two; the rough material data do not support them as a prediction.

The rise reaches 99\% of its interior value 3.52 \(\mu\)m from the edge. A probe displaced by 0.1 \(\mu\)m reads 0.576 of the interior rise on the lit side and 0.424 on the dark side. This displacement changes the edge reading by about 15\%.

Annealing need not be halved when the temperature rise is halved. For a thermally activated rate with a trial activation energy \(Q=1.5\) eV and the same prefactor at both places,
\begin{equation}
\frac{\text{interior rate}}{\text{edge rate}}
=\exp\!\left[\frac Q{k_B}
\left(\frac1{T_{\rm edge}}-\frac1{T_{\rm in}}\right)\right]
\simeq5\times10^3
\end{equation}
at the end of the pulse. This value is for constant thermal properties; the variable properties considered below lower it to about \(3.5\times10^3\). It compares instantaneous rates, not the total annealing accumulated during heating and cooling.

\subsection{Numerical tests of the theorem}

A finite-volume solution of the heat equation used cells of width \(0.010\ell\) on the dark side of the edge and \(0.015\ell\) on the lit side, growing at different rates. The grid therefore had no mirror symmetry. The interior was sampled at \(4\ell\). The edge-to-interior ratio was 0.4996 in the first layer of cells and 0.5000 at a depth of 1.62 \(\mu\)m. Both passed a test requiring agreement with one half within 0.004.

A second case had constant \(C\), conductivity \(k_0(1+0.8e^{-z/\ell})\), surface loss \(h\ell/k_0=0.5\) and a half-sine pulse, with \(\ell\) defined by \(k_0/C\). Its final ratio was 0.5000. The Gaussian dark-side bound of the first half also held at every cell tested, out to \(3\ell\) from the edge.

When the dark side was given three times the conductivity of the lit side, at equal heat capacity, the computed ratio fell to 0.306. Taking a Laplace transform in time and a cosine transform in depth, then matching temperature and heat flux at \(x=0\), gives the exact surface ratio \(\frac2\pi\int_0^{\pi/2}d\alpha\,\big/\left[1+\sqrt{3(1+2\sin^2\alpha)}\right]=0.299\), so the solver reads 0.007 too high here. Superposition still holds in that solid. Reflection does not, because it moves the better conductor to the other side.

\subsection{Temperature-dependent properties}

Suppose that \(k=k_0\kappa(u)\) and \(C=C_0\kappa(u)\), with the same positive factor \(\kappa\), and that there is no surface loss. Define the Kirchhoff variable
\begin{equation}
\theta=\int_0^u\kappa(u')\,du'.
\end{equation}
Then \(\partial_t\theta=\kappa\partial_tu\) and \(\nabla\theta=\kappa\nabla u\), so
\begin{equation}
C_0\partial_t\theta=\nabla\cdot(k_0\nabla\theta),
\qquad -k_0\partial_z\theta=I\,a(x)\ \text{at }z=0 .
\end{equation}
This problem is linear, and \(\theta\), rather than \(u\), is halved at the edge. For \(\kappa=1+\alpha u\) with \(\alpha>0\), \(\theta=u+\alpha u^2/2\), or
\begin{equation}
u=\frac{\sqrt{1+2\alpha\theta}-1}{\alpha}.
\end{equation}
This curve is concave and passes through the origin. Half of \(\theta\) therefore gives more than half of \(u\). With \(\alpha=3.0\times10^{-4}\) K\(^{-1}\), the numerical ratio was 0.527 for \(u\) and 0.4996 for \(\theta\), read in the first layer of cells. At the surface itself, the formula above gives 0.528 for \(u\).

For niobium, rough relative slopes are \(3.0\times10^{-4}\) K\(^{-1}\) for \(k\) and \(2.0\times10^{-4}\) K\(^{-1}\) for \(C\). The computed rises become 846 K and 444 K, with a ratio of 0.525. They refer to the centre of the first cell, \(0.0075\ell\) below the surface, and so lie below the surface values, by about 10 K in the interior and 6 K at the edge. On finer meshes the edge reading at this depth rises by about 1 K, to 445 K, and the ratio by about 0.0004. At the surface itself the rises are about 856 K and 450 K, with a ratio of about 0.526. Enlarging the initial cell widths by 1.5, coarsening their growth and reducing the time steps from 80 to 50 changed the ratio by \(-0.0003\) and the interior reading by \(-4.7\) K. The coarser grid also reads the temperature at a greater depth.

Absorption can introduce another nonuniformity. If the absorbed flux is \(I(1+\beta u)\) in the lit half, the extra flux near the edge is smaller than in the interior, because \(u_R<U\) there. To first order in \(\beta\), an extra flux \(\beta IU\) throughout the lit half would preserve the half-value. The actual extra flux is smaller, so the ratio falls below one half. With constant \(k\) and \(C\) and a trial \(\beta=2.0\times10^{-4}\) K\(^{-1}\), it was 0.481.

\subsection{Diffraction at a mask edge}

Coherent light behind a straight mask need not satisfy \(a(x)+a(-x)=1\). For a plane wave in the scalar paraxial approximation, the optical amplitude is a linear sum over the open half-plane with an even propagation kernel. The mirror argument therefore halves the amplitude at the geometric edge, and the intensity there is one quarter.

For wavelength \(\lambda\) and mask-to-surface gap \(d\), the kernel is proportional to \(\exp[i\pi(x-x')^2/(\lambda d)]\). Put \(v=x\sqrt{2/(\lambda d)}\), and let \(\mathcal C(v)\) and \(\mathcal S(v)\) be the integrals of \(\cos(\pi r^2/2)\) and \(\sin(\pi r^2/2)\) from 0 to \(v\). Each tends to \(1/2\) as \(v\to\infty\). Normalizing to full light gives
\begin{equation}
a=\tfrac12\left[\left(\tfrac12+\mathcal C\right)^2+
\left(\tfrac12+\mathcal S\right)^2\right],\quad
a(x)+a(-x)=\tfrac12+\mathcal C^2+\mathcal S^2 .
\end{equation}
The second result follows because \(\mathcal C\) and \(\mathcal S\) are odd, so their linear terms cancel.

A thin lit strip is the difference of two half-planes, so its heating weight at the edge is \(f'(s)\,ds\). Summing strips with the even weight \eqref{eq:slope} gives
\begin{equation}
\frac{u(0)}U=\int_0^\infty
\frac{E_1(s^2)}{2\sqrt\pi}
\left[\tfrac12+\mathcal C^2+\mathcal S^2\right]ds,
\end{equation}
with \(v=s\ell\sqrt{2/(\lambda d)}\). For 532 nm light and a 10 \(\mu\)m gap, the result is 0.379. This scalar model leaves out polarization, which for a thin, perfectly conducting mask changes the ratio by up to about 0.006 at this gap. It also leaves out light reflected back and forth between the surface and the mask. This can matter much more: for a perfectly reflecting mask and a surface that reflects about half the light, a scalar estimate gives ratios from about 0.34 to 0.51, depending on the gap to within a fraction of a wavelength. The value 0.379 therefore applies to a mask that returns little light. Even a mask that reflects only 10\% of the intensity spreads the ratio from about 0.36 to 0.40 in the same scalar estimate. As the gap tends to zero at fixed \(\ell\), the bracket tends to one at every \(s>0\), and the half-value returns within this optical model.

\subsection{Use in a real annealing experiment}

The example represents solid-state heating of an opaque metal by a nanosecond laser. Its absorbed energy density is 0.30 J/cm\(^2\); the incident value must be larger if part of the light is reflected. The calculated interior temperature is below niobium's rough melting point of 2700 K. Let the absorption decay exponentially with depth, with a decay length, here called the optical depth, of roughly \(\delta=20\) nm. Heat released at a small depth \(z\) instead of at the surface need not be conducted through that depth, so the surface is cooler by about \(Iz/k\). The mean absorption depth is \(\delta\), so the surface rise is lowered by about \(I\delta/k\) compared with absorption at the surface. Quadrature gives about 11 K in the interior. Depth-dependent absorption alone does not change the factor of one half. Black-body emission at the interior temperature would be \(4.6\times10^{-6}\) of the absorbed flux. Among the departures evaluated for this laterally uniform niobium surface, mask diffraction at the chosen 10 \(\mu\)m gap moves the ratio most, from 0.500 to 0.379, if the mask returns little light to the surface. A smaller gap reduces this shift: at 1 \(\mu\)m the same formula gives 0.456, although at so small a gap polarization and the limits of the paraxial approximation can change the ratio by about 0.01, and light returned by a strongly reflecting mask can change it by up to about 0.06. Variable thermal properties move it to about 0.526 at the surface. These are separate model calculations, and their combined effect was not computed.

The half-value rule may be used to design an overlap or calibrate an edge under these conditions: the surface stays solid, its properties, including absorptivity, vary little over the temperature range, both sides have the same conductivity, heat capacity and surface loss, the absorbed light has a sharp or complementary edge, and other edges are several \(\ell\) away, with \(\ell=\sqrt{4Dt}\) taken at the time of interest and \(t\) counted from the start of the pulse, including any cooling. The probe position must also be known to a small fraction of \(\ell\). The numerical output below lists the inputs and computed values.

\section*{Calculated quantities}
\begin{verbatim}
Nb conductivity, rough input: 0.55 W/(cm K)
Nb heat capacity, rough input: 2.3 J/(cm3 K)
Nb melting point, rough input: 2700 K
absorbed flux, input: 3.0 MW/cm2
pulse duration, input: 100 ns
starting temperature, input: 300 K
absorbed energy density: 0.30 J/cm2
diffusivity D: 0.2391 cm2/s
diffusion length sqrt(4Dt): 3.093 um
deep-interior surface rise: 951.8 K
edge surface rise: 475.9 K
deep-interior surface temperature: 1251.8 K
edge surface temperature: 775.9 K
absolute temperature ratio edge/interior: 0.620
distance inside edge for 99% of interior rise: 3.52 um
probe displacement, input: 0.1 um
rise/interior, displaced to lit side: 0.5756
rise/interior, displaced to dark side: 0.4244
trial activation energy, input: 1.5 eV
annealing rate ratio interior/edge at pulse end: 5.06e+03
solver edge/interior, linear uniform solid: 0.4996
same, at depth 1.62 um: 0.5000
depth grading of k, test input: 0.8
surface loss h*ell/k, test input: 0.5
solver edge/interior, graded solid with loss: 0.5000
largest closed-profile error against quadrature: 1.7e-13
edge/interior, dark side conducts 3 times better: 0.3056
edge/interior rise, variable k but constant D: 0.5273
edge/interior Kirchhoff variable, same case: 0.4996
relative k slope, rough input: 3.0e-04 1/K
relative heat-capacity slope, rough input: 2.0e-04 1/K
interior rise with variable Nb properties: 846 K
edge rise with variable Nb properties: 444 K
edge/interior with variable Nb properties: 0.5252
shift of that ratio on coarser mesh and steps: -0.0003
shift of that interior rise, same test: -4.7 K
trial absorptivity slope, input: 2.0e-04 1/K
edge/interior with that absorptivity slope: 0.4806
light wavelength, input: 532 nm
mask-to-surface gap, input: 10 um
intensity at mask edge / full intensity: 0.250
edge/interior rise with mask diffraction: 0.3794
optical depth, rough input: 20 nm
interior rise lowered by optical depth: 10.8 K
radiated / absorbed flux at interior temperature: 4.6e-06
\end{verbatim}
